# PAW Expectation Values: Where Locality, Completeness and Non-Overlap Enter

After a projector augmented-wave (PAW) calculation one holds smooth pseudo wave functions, while the quantity wanted, such as a kinetic energy or a dipole matrix element, belongs to the all-electron wave functions. One must then decide whether to rebuild the all-electron functions on a grid fine enough for their structure near the nuclei, or to keep the smooth functions and add a small matrix correction for each atom. The second route is open when the operator, the partial waves and the augmentation spheres meet certain conditions. The derivation below shows which condition removes which term.

Write $\langle f,g\rangle=\int f^*g\,d^3r$, and use atomic units in the algebra. Around each atom $R$ there is a sphere of radius $r_c$. On it are defined all-electron partial waves $\phi_i$, pseudo partial waves $\tilde\phi_i$ and projectors $p_i$, where the index $i$ includes the site. Three properties hold by construction. Outside its sphere $\tilde\phi_i=\phi_i$, and the two join smoothly enough for the operator to produce no surface terms; for the kinetic energy, value and slope must match. Each $p_i$ vanishes outside its sphere. On one site, $\langle p_i,\tilde\phi_j\rangle=\delta_{ij}$. The all-electron state $\psi$ is obtained from the pseudo state $\tilde\psi$ by

$$\psi=\tilde\psi+\sum_R\sum_{i\in R}(\phi_i-\tilde\phi_i)\,c_i,\qquad c_i=\langle p_i,\tilde\psi\rangle. \tag{1}$$

For a one-electron operator $A$ we seek an operator $\tilde A$ such that $\langle\tilde\chi,\tilde A\tilde\psi\rangle=\langle\chi,A\psi\rangle$ for any two states treated by the method. The result is

$$\tilde A=A+\sum_R\sum_{i,j\in R}|p_i\rangle\,\Delta A_{ij}\,\langle p_j,\cdot\,\rangle,\qquad \Delta A_{ij}=\langle\phi_i,A\phi_j\rangle-\langle\tilde\phi_i,A\tilde\phi_j\rangle. \tag{2}$$

The sum over $i,j$ runs over pairs on the same site only, for a reason that the algebra will supply.

For each site, collect the partial-wave expansions of the right-hand state and their difference:

$$\psi_R=\sum_{i\in R}\phi_ic_i,\qquad \tilde\psi_R=\sum_{i\in R}\tilde\phi_ic_i,\qquad d_R=\psi_R-\tilde\psi_R. \tag{3}$$

Since $\phi_i=\tilde\phi_i$ outside the sphere, $d_R$ is zero there, although $\psi_R$ and $\tilde\psi_R$ separately are not. Equation (1) becomes $\psi=\tilde\psi+\sum_Rd_R$. For the left-hand state let $a_i=\langle p_i,\tilde\chi\rangle$, define $\chi_R$ and $\tilde\chi_R$ in the same way, and call their difference $e_R$, so that $\chi=\tilde\chi+\sum_Re_R$. Multiplying out gives, without approximation,

$$\langle\chi,A\psi\rangle=\langle\tilde\chi,A\tilde\psi\rangle+\sum_R\big[\langle e_R,A\tilde\psi\rangle+\langle\tilde\chi,Ad_R\rangle\big]+\sum_{R,R'}\langle e_R,Ad_{R'}\rangle. \tag{4}$$

The correction in (2) contains partial-wave expansions alone. To compare it with (4), insert $\chi_R=\tilde\chi_R+e_R$ and $\psi_R=\tilde\psi_R+d_R$ into the difference of the two on-site matrix elements. The product $\langle\tilde\chi_R,A\tilde\psi_R\rangle$ cancels, and three terms are left:

$$\langle\chi_R,A\psi_R\rangle-\langle\tilde\chi_R,A\tilde\psi_R\rangle=\langle e_R,A\tilde\psi_R\rangle+\langle\tilde\chi_R,Ad_R\rangle+\langle e_R,Ad_R\rangle. \tag{5}$$

Now subtract (5), summed over sites, from the corrections in (4). The terms $\langle e_R,Ad_R\rangle$ cancel against the $R=R'$ part of the double sum. In the terms linear in $e_R$ and $d_R$, the full pseudo states are replaced by their deviations from the on-site expansions. Hence

$$\langle\chi,A\psi\rangle=\langle\tilde\chi,A\tilde\psi\rangle+\sum_R\big[\langle\chi_R,A\psi_R\rangle-\langle\tilde\chi_R,A\tilde\psi_R\rangle\big]+X_1+X_2, \tag{6}$$

$$X_1=\sum_R\big[\langle e_R,A(\tilde\psi-\tilde\psi_R)\rangle+\langle\tilde\chi-\tilde\chi_R,Ad_R\rangle\big],\qquad X_2=\sum_{R\ne R'}\langle e_R,Ad_{R'}\rangle. \tag{7}$$

Up to this point nothing has been assumed about locality, completeness or overlap. All three serve to remove $X_1$ and $X_2$.

Locality is needed in the following form: if a function vanishes outside a sphere, then $A$ and its adjoint $A^\dagger$ turn it into functions that also vanish outside that sphere. Multiplication by a potential has this property. So does a differential operator of finite order, such as $-\tfrac12\nabla^2$, because a derivative at a point depends on the function in the immediate neighbourhood of that point. A semilocal potential, one that acts differently on different angular momenta about one atom, needs a separate look. Such an operator mixes points on a shell around its atom. It qualifies if its range lies inside that atom's sphere: functions in that sphere stay there, and functions in any other, non-overlapping sphere are annihilated.

Completeness means that inside each sphere the pseudo partial waves represent the pseudo state,

$$\tilde\psi=\sum_{i\in R}\tilde\phi_i\langle p_i,\tilde\psi\rangle=\tilde\psi_R\quad\text{inside sphere }R, \tag{8}$$

and likewise for $\tilde\chi$. The duality of projectors and partial waves fixes the coefficients here. If $\tilde\psi=\sum_i\tilde\phi_ib_i$ inside the sphere, then applying $p_k$, which sees the inside alone, gives $\langle p_k,\tilde\psi\rangle=\sum_i\delta_{ki}b_i=b_k$. Completeness is required for the states under study, not for every function on the sphere.

Consider $X_1$. Its first term equals $\langle A^\dagger e_R,\tilde\psi-\tilde\psi_R\rangle$. By locality the left factor is confined to sphere $R$; by completeness the right factor vanishes there. In the second term $Ad_R$ is confined to sphere $R$, where $\tilde\chi-\tilde\chi_R$ vanishes. So $X_1=0$ by locality and completeness together. In $X_2$, locality confines $Ad_{R'}$ to sphere $R'$, while $e_R$ lives in sphere $R$. If the spheres do not overlap, the product of the two is zero everywhere, so $X_2=0$ by locality and non-overlap.

What remains of (6) is turned into an operator by inserting the coefficients. Since $\chi_R=\sum_i\phi_ia_i$ stands on the conjugated side,

$$\langle\chi_R,A\psi_R\rangle-\langle\tilde\chi_R,A\tilde\psi_R\rangle=\sum_{i,j\in R}a_i^*\,\Delta A_{ij}\,c_j=\sum_{i,j\in R}\langle\tilde\chi,p_i\rangle\,\Delta A_{ij}\,\langle p_j,\tilde\psi\rangle, \tag{9}$$

where $a_i^*=\langle p_i,\tilde\chi\rangle^*=\langle\tilde\chi,p_i\rangle$. This is the matrix element of the correction in (2), which completes the derivation. Hermiticity of $A$ was not used.

The definition of $\Delta A_{ij}$ needs some care. A partial wave taken at an energy that is not a bound level of the atom is not square-integrable (those of the model below grow at large distance), and then the two integrals in (2) need not exist separately. They are to be read as one integral over the difference of the integrands. Outside the sphere $\phi_i=\tilde\phi_i$, and $A\phi_j-A\tilde\phi_j=A(\phi_j-\tilde\phi_j)=0$ by locality, so this difference vanishes there point by point. The integration can therefore be restricted to the sphere.

The same tails explain the restriction to one site. Take $A=1$ with $i$ on site $R$ and $j$ on another site. Inside sphere $R$ we have $\phi_j=\tilde\phi_j$, and the integrand is $(\phi_i-\tilde\phi_i)^*\tilde\phi_j$, which is in general not zero because the tail of $\tilde\phi_j$ reaches into sphere $R$. The exact expansion (4) leads to on-site differences alone, so such intersite terms would be spurious additions.

For a set of states with occupations $f_n$ and coefficients $c_{ni}=\langle p_i,\tilde\psi_n\rangle$, summing (9) with $\chi=\psi=\psi_n$ gives

$$\sum_nf_n\langle\psi_n,A\psi_n\rangle=\sum_nf_n\langle\tilde\psi_n,A\tilde\psi_n\rangle+\sum_R\sum_{i,j\in R}D_{ij}\,\Delta A_{ij},\qquad D_{ij}=\sum_nf_n\,c_{ni}^*c_{nj}. \tag{10}$$

If core states are frozen and left out of the $\psi_n$, their expectation values are added separately. For operators that are unchanged by translation, such as $1$ or the kinetic energy, the atomic matrices do not depend on the site and can be tabulated once per kind of atom. For the position operator, write $\mathbf r=\mathbf R+\mathbf s$, with $\mathbf R$ the site of the atom; then $\Delta\mathbf r_{ij}=\mathbf R\,\Delta1_{ij}+\Delta\mathbf s_{ij}$, and both matrices on the right are independent of where the atom sits.

Two limits show what the correction does. If $A$ is a potential that vanishes inside all spheres, then $\Delta A_{ij}=0$ and the pseudo states suffice. If $A$ is a potential that vanishes outside them, completeness makes $\langle\tilde\psi,A\tilde\psi\rangle$ equal to $\sum_R\langle\tilde\psi_R,A\tilde\psi_R\rangle$, with the integrals taken over the spheres. The pseudo contributions then cancel, and the all-electron on-site part is the whole answer.

A one-dimensional model lets each statement be compared with a direct calculation. One electron moves in two Gaussian wells of depth 100 eV and width parameter 0.10 Å, centred at $x=\pm1.20$ Å, and the spheres become intervals of half-width $r_c=1.00$ Å around the wells. The centres are 2.40 Å apart, so the intervals do not overlap. Diagonalizing the Hamiltonian on a grid of step 0.005 Å gives a ground state $\psi_0$ at $E_0=-15.524$ eV ($-0.5705$ hartree) and a first excited state $\psi_1$ at $-15.006$ eV. Halving the step moves $E_0$ by 0.00055 eV. The comparisons below are made within one and the same grid model, so this discretization error does not enter them.

The partial waves are the even and odd solutions for a single well, integrated outward at chosen energies. Inside $r_c$ the pseudo partial waves are even or odd polynomials with four terms, matched to the solutions at four consecutive grid points starting at the edge. The projectors are combinations of the pseudo partial waves of the site multiplied by $(1-s^2/r_c^2)^2$, with $s$ the distance from the well, chosen so that $\langle p_i,\tilde\phi_j\rangle=\delta_{ij}$. The pseudo state follows from inverting (1). Applying $p_i$ to (1) gives the linear equations

$$\langle p_i,\psi\rangle=\sum_j\big[\delta_{ij}+\langle p_i,\phi_j-\tilde\phi_j\rangle\big]c_j, \tag{11}$$

and then $\tilde\psi=\psi-\sum_j(\phi_j-\tilde\phi_j)c_j$. Completeness is not assumed in this step, so it can be examined afterwards.

In this model completeness can be arranged. Inside one interval the other well is negligible, and the Schrödinger equation at energy $E$ has two independent solutions, one even and one odd. An eigenstate with energy $E$ is a combination of them. With partial waves at both eigenenergies, (1) turns each $\tilde\phi_i$ into $\phi_i$, so the same combination of the $\tilde\phi_i$ is the pseudo state. The defect, defined as the norm of $\tilde\psi-\tilde\psi_R$ over both intervals, is indeed at rounding level, $3.5\times10^{-13}$. The pseudo state is nevertheless very different from the true one: at the centre of a well it is 0.445 Å$^{-1/2}$, against 0.898 Å$^{-1/2}$.

For $A=1$ the pseudo term is 0.473 and the correction 0.527, which add to 1.000. Pseudo states are therefore not normalized in the ordinary sense; they are normalized with the operator $\tilde 1$ obtained from (2). For the kinetic energy,

$$1.555\ \text{eV}+9.125\ \text{eV}=10.680\ \text{eV}, \tag{12}$$

in agreement with the direct value. The pseudo term alone would miss 85% of it. The correction is itself the difference of the all-electron and pseudo contributions from the two intervals, $11.019-1.894=9.125$ eV.

That the interval contribution of 11.019 eV exceeds the total has a simple origin. Outside the intervals the potential is negligible, so the kinetic operator acting on $\psi_0$ gives $E_0\psi_0$. With the grid points on the edges counted as inside the intervals, as in the values 11.019 and 1.894 eV, the probability there is $1-0.97815=0.02185$, and the contribution is $-15.524\times0.02185=-0.339$ eV. The pseudo state coincides with $\psi_0$ in this region and has the same contribution, $1.555-1.894=-0.339$ eV.

The potential energy illustrates the second limit above, since the wells lie inside the intervals. The pseudo term of $-6.95$ eV equals the pseudo on-site part and cancels against it, which leaves the all-electron on-site value of $-26.20$ eV. A short-range potential of opposite sign for even and odd functions about one well, the one-dimensional counterpart of an angular-momentum-dependent potential, gives $0.672+1.578=2.250$ eV, again the direct value. The operator $d/dx$, which is not Hermitian, gives between $\psi_0$ and $\psi_1$ the matrix element $0.0636+0.0182=0.0818$ Å$^{-1}$, as it should.

In practice the partial-wave set is finite and its energies are fixed in advance, so (8) holds approximately. The resulting error can be bounded. For a Hermitian local operator and $\chi=\psi$, the two terms of $X_1$ are complex conjugates, and the Cauchy–Schwarz inequality gives

$$|X_1|\le2\sum_R\|Ad_R\|\;\|\tilde\psi-\tilde\psi_R\|_{\text{sphere }R}. \tag{13}$$

The bound is of first order in the completeness defect. A bound alone would allow a smaller error, but $X_1$ in (7) is itself linear in $\tilde\psi-\tilde\psi_R$, being equal to $2\,\mathrm{Re}\sum_R\langle Ad_R,\tilde\psi-\tilde\psi_R\rangle$. For real states it drops below first order only if the terms of different sites cancel, as they do by symmetry for $A=x$ and an even state of two identical wells at $\pm x_0$, or if on each site the difference is nearly orthogonal to $Ad_R$. By duality the difference is orthogonal to every projector of site $R$, so the second case occurs, for example, when $Ad_R$ lies close to the span of those projectors. In the three cases that follow, the ratio of error to defect is about 11, 7 and 4 eV while the defect falls by almost three orders of magnitude. With one even and one odd partial wave per site at $-20$ eV, the defect is 0.377 and the PAW kinetic energy is too small by 4.04 eV, or 38% of the direct value. Adding the pair at $-10$ eV reduces the defect to 0.0174 and the size of the error to 0.117 eV (1.1%), now with the opposite sign. A third pair at $-5$ eV brings them to 0.00056 and 0.0024 eV (0.02%).

If locality is given up, completeness and non-overlap do not save the formula. The reflection $x\to-x$ carries a function from one interval into the other. The ground state is even, so its expectation value is 1. The on-site formula, evaluated with the complete set and with $\Delta A_{ij}$ integrated over the whole line (the restriction to the sphere rested on locality), gives 1.523. The terms in (7) account for the difference:

$$1.523-0.659+0.136=1.000, \tag{14}$$

with $X_1=-0.659$ and $X_2=0.136$. The Fock exchange operator is nonlocal in the same sense, since its value at one point involves an integral of the function over all others, and (2) cannot be applied to it as it stands.

Overlapping spheres do damage in two ways. Let $r_c$ grow to 1.80 Å, so that the intervals share 1.20 Å, and keep the partial waves at the eigenenergies. The intersite term $X_2$ no longer vanishes. In addition, inside interval $R$ the pseudo state now contains $-d_{R'}$ from the neighbour, which the pseudo partial waves of $R$ do not in general represent, so completeness fails too. The defect rises to 0.034. The direct kinetic energy minus the PAW value is $-0.124$ eV, made up of $X_1=-0.105$ eV and $X_2=-0.019$ eV. With these projectors the larger part of the error comes from the lost completeness, not from the direct intersite term; this ordering is not general, since the defect and $X_1$ depend strongly on the shape chosen for the projectors, while $X_2$ depends on it only through the coefficients $c_i$.

Finally, if the sum in (2) is allowed to run over all pairs of partial waves, including those on different sites, the norm of the ground state comes out as 2.05 instead of 1, although the operator is local, the set complete and the intervals separate. The numerical check that accompanies this derivation compares formula (2) with direct integration for the norm, the kinetic and potential energies, $x^2$, the parity-dependent potential and $d/dx$, and confirms that $X_1+X_2$ accounts for the deviation in the finite-set, reflection and overlap cases.

## Numbers as computed

```
well depth 100.0 eV, width 0.10 A
wells at +-1.20 A, box half-length 5.0 A
r_c 1.00 A, grid step 0.0050 A
hbar^2/2m = 3.80998 eV A^2
E0 = -15.5241 eV = -0.57050 hartree
E1 = -15.0057 eV
E0 change on halving the grid step = 5.5e-04 eV
psi0 at well = 0.8977 A^-1/2
pseudo psi0 at well = 0.4454 A^-1/2
completeness defect, eigenenergy set = 3.5e-13
State 0: direct | pseudo term | correction | PAW sum
 norm 1.00000 | 0.47307 | 0.52693 | 1.00000 
   both spheres: all-el. 0.97815, pseudo 0.45122 
 potential -26.20435 | -6.95169 | -19.25266 | -26.20435 eV
   both spheres: all-el. -26.20435, pseudo -6.95169 eV
 kinetic 10.68026 | 1.55517 | 9.12509 | 10.68026 eV
   both spheres: all-el. 11.01947, pseudo 1.89438 eV
 x^2 1.53032 | 0.75197 | 0.77835 | 1.53032 A^2
 parity pot. 2.25031 | 0.67213 | 1.57818 | 2.25031 eV
<0|d/dx|1>: direct | pseudo term | correction
 0.08179 | 0.06360 | 0.01819 A^-1
Finite sets: defect | kinetic error (direct - PAW)
 [-20.0] eV: 3.77e-01 | 4.04e+00 eV
 [-20.0, -10.0] eV: 1.74e-02 | -1.17e-01 eV
 [-20.0, -10.0, -5.0] eV: 5.55e-04 | 2.40e-03 eV
reflection (nonlocal): direct 1.00000, formula 1.52342
   dropped terms: X1 -0.65933, X2 0.13591
norm if all pairs i,j are summed = 2.05036
overlapping spheres, r_c 1.80 A: defect 3.40e-02
   kinetic error -1.24e-01 eV = X1 -1.05e-01 + X2 -1.86e-02
```
